\section*{Local self-energies: when the density of states replaces the zone sum, part 2}

When can the zone-averaged Green function be computed from the bare density of states? Energies are in eV, the chemical potential is absorbed into $z$, and $\operatorname{Im}z>0$. $H(\mathbf k)$ is a Hermitian Bloch matrix in a $\mathbf k$-independent orbital basis, with distinct eigenvalues $\epsilon_n$ and eigenspace projectors $P_n$. $\langle\cdot\rangle$ is the normalized zone average, and the self-energy $\Sigma(z)$ is local ($\mathbf k$-independent) and causal. Define
\begin{align*}
G&=\langle G_{\mathbf k}\rangle,\qquad G_{\mathbf k}=[z-\Sigma-H(\mathbf k)]^{-1},\\
D(\epsilon)&=\Big\langle\sum_nP_n\,\delta(\epsilon-\epsilon_n)\Big\rangle,\\
G_D&=\int d\epsilon\,D(\epsilon)\,[z-\Sigma-\epsilon]^{-1}=\Big\langle\sum_nP_nr_n\Big\rangle,
\end{align*}
with $r_n=[z-\Sigma-\epsilon_n]^{-1}$. The resolvent bound is $\|G_{\mathbf k}\|\le1/\operatorname{Im}z$. The collapse $G=G_D$ holds if $[\Sigma,H(\mathbf k)]=0$ for all $\mathbf k$. In general
\begin{equation}
G-G_D=\Big\langle G_{\mathbf k}\sum_n[\Sigma,P_n(\mathbf k)]\,r_n\Big\rangle .
\label{err}
\end{equation}
For static Hermitian $\Sigma=S$,
\begin{equation}
G-G_D=\frac{\langle HSH\rangle-\langle H^2\rangle S}{z^4}+O(z^{-5})\qquad([D,S]=0).
\label{c4}
\end{equation}
For $\Sigma=\sum_j\Sigma_jz^{-j}$ at large $|z|$, with Hermitian $\Sigma_j$ and $\Sigma_m$ the first coefficient that does not commute with $H(\mathbf k)$ almost everywhere,
\begin{equation}
\operatorname{tr}(G-G_D)=-\frac{\langle\|[H(\mathbf k),\Sigma_m]\|_F^2\rangle}{z^{5+2m}}+O(z^{-6-2m}).
\label{conv}
\end{equation}
The random-matrix lines of the final table test this coefficient, writing $\Sigma_0,\Sigma_1$ as S0, S1; elsewhere below, $\Sigma_{1,2}$ are orbital elements.

For one band, $G=g(\zeta)=\int d\epsilon\,D(\epsilon)/(\zeta-\epsilon)$ with $\zeta=z-\Sigma$. The chain $\epsilon_k=-2t\cos k$ has the even density $\rho(\epsilon)=1/(\pi\sqrt{4t^2-\epsilon^2})$ for $|\epsilon|<2t$, and
\[
g(\zeta)=\frac1{\sqrt{\zeta-2t}\,\sqrt{\zeta+2t}}.
\]
A uniform $N$-point grid gives $g_N=g\,(1+q^N)/(1-q^N)$, where $q$ is the root of $tq^2+\zeta q+t=0$ with $|q|<1$. For the square lattice $\epsilon=-2t(\cos k_x+\cos k_y)$, $g(\zeta)=\frac2{\pi\zeta}K(16t^2/\zeta^2)$, with $K(m)=\int_0^{\pi/2}d\phi\,(1-m\sin^2\phi)^{-1/2}$.

\section*{Two lattices with one density of states}

Equation \eqref{conv} excludes the particular formula $G_D$. A counterexample excludes every rule that uses $D$ and $\Sigma$ alone. With $\epsilon_k=-2t\cos k$ take $H_A=\epsilon_k1$ and $H_B=\epsilon_k\sigma_x$. In $A$ an electron keeps its orbital when it hops; in $B$ it changes orbital at every hop. $H_B$ has eigenvalues $\pm\epsilon_k$ with projectors $(1\pm\sigma_x)/2$, so $D_B=\rho(\epsilon)\frac{1+\sigma_x}2+\rho(-\epsilon)\frac{1-\sigma_x}2=\rho(\epsilon)1=D_A$, because $\rho$ is even. This $D$ commutes with any $\Sigma$. Let $\Sigma=\operatorname{diag}(\Sigma_1,\Sigma_2)$ and $\zeta_a=z-\Sigma_a$. Model $A$ commutes and gives $G^A_{11}=g(\zeta_1)$. For $B$ the $2\times2$ inverse has $11$ element $\zeta_2/(\zeta_1\zeta_2-\epsilon_k^2)$. Set $w=\sqrt{\zeta_1}\sqrt{\zeta_2}$; each principal root has argument in $(0,\pi/2)$, so $\operatorname{Im}w>0$. Partial fractions and the evenness of $\rho$ give
\begin{equation}
G^B_{11}=\zeta_2\int d\epsilon\,\frac{\rho(\epsilon)}{2w}\Big[\frac1{w-\epsilon}+\frac1{w+\epsilon}\Big]=\frac{\zeta_2}{w}\,g(w).
\end{equation}
For $\zeta_1=\zeta_2$ one has $w=\zeta_1$ and the two models agree. Otherwise they differ, from order $z^{-4}$ on when the static parts of $\Sigma_1$ and $\Sigma_2$ are unequal and from order $z^{-4-m}$ on when $\Sigma_1-\Sigma_2$ starts at $z^{-m}$, since $\langle H\Sigma H\rangle$ is $\langle\epsilon^2\rangle\Sigma$ in $A$ and $\langle\epsilon^2\rangle\sigma_x\Sigma\sigma_x$, with the orbitals exchanged, in $B$. With $t=1$~eV and the $\zeta_a$ of the next part, $w=0.1165+1.0558i$~eV, $G^A_{11}=-0.0968-0.4788i$ and $G^B_{11}=-0.2911-0.2247i$~eV$^{-1}$.

Model $B$ also limits the claim. Noncommutation forbids the Hilbert transform of $D$ at $z-\Sigma$; it does not forbid every energy integral. If $H(\mathbf k)=h(\epsilon_{\mathbf k})$ depends on $\mathbf k$ through one scalar with density $\rho$, the insertion of a delta function still gives $G=\int d\epsilon\,\rho(\epsilon)[z-\Sigma-h(\epsilon)]^{-1}$. That integral needs the matrix function $h$, which $D$ does not determine.

\section*{Worked example: two orbitals on the square lattice}

The model has the symmetry of an $xz,yz$ pair, with round parameters $t_1=1$, $t_2=0.2$, $t_3=0.3$~eV:
\begin{align}
H_{11}&=-2t_1\cos k_x-2t_2\cos k_y,\qquad H_{22}=-2t_2\cos k_x-2t_1\cos k_y,\nonumber\\
H_{12}&=H_{21}=h=-4t_3\sin k_x\sin k_y .
\end{align}
Under $k_x\to-k_x$, $H\to\sigma_zH\sigma_z$, and under $k_x\leftrightarrow k_y$, $H\to\sigma_xH\sigma_x$. The zone average is invariant, so $D$ commutes with $\sigma_z$, which makes it diagonal, and with $\sigma_x$, which makes the diagonal elements equal: $D=\rho_2(\epsilon)1$. A local $\Sigma$ that keeps both symmetries is a multiple of the unit matrix by the same argument, and the collapse holds. This treats spin as a spectator. With spin--orbit coupling the two mirrors also reverse $s_z$, so a local term $\propto\sigma_ys_z$ keeps both symmetries and does not commute with $H(\mathbf k)$. An orbital order that keeps the first symmetry and breaks the second has a diagonal $\Sigma$ with $\Sigma_1\ne\Sigma_2$; this is the case treated below.

\subsection*{Green function at one frequency}

Take $z=0.5+0.3i$~eV and $\Sigma_{1,2}=\pm\delta+w_{1,2}^2/z$ with $\delta=0.5$, $w_1=0.8$, $w_2=0.4$~eV, which is causal because $\operatorname{Im}(1/z)<0$. With $1/z=(0.5-0.3i)/0.34$,
\begin{align}
\Sigma_1&=0.5+0.64/z=1.4412-0.5647i, & \zeta_1&=-0.9412+0.8647i,\nonumber\\
\Sigma_2&=-0.5+0.16/z=-0.2647-0.1412i, & \zeta_2&=0.7647+0.4412i
\end{align}
in eV. Dividing numerator and determinant of the $2\times2$ inverse by $\zeta_2-H_{22}$,
\begin{equation}
G_{11}=\Big\langle\Big[\zeta_1-H_{11}-\frac{h^2}{\zeta_2-H_{22}}\Big]^{-1}\Big\rangle .
\end{equation}
The formula $G_{D,11}=\int\rho_2\,d\epsilon/(\zeta_1-\epsilon)$ is the bare $G_{11}$ at argument $\zeta_1$, that is the same expression with $\zeta_1$ in place of $\zeta_2$: it gives the electron the self-energy of orbital 1 while it visits orbital 2. The same form shows that a self-energy acting on orbital 1 alone, $\zeta_2=z$, also breaks the collapse when $h\neq0$. In eV$^{-1}$, on a $280^2$ grid,
\begin{align}
G_{11}&=-0.0890-0.4257i, & G_{D,11}&=-0.0665-0.4463i,\nonumber\\
G_{22}&=+0.0494-0.4667i, & G_{D,22}&=+0.0121-0.4681i .
\end{align}
Iterated adaptive quadrature over $[0,\pi]^2$, allowed because the integrand is even in each $k$, gives the same $G_{11}$. For orbital 1 the difference is $-0.0225+0.0206i$, of modulus $0.0305$, and $|G_{11}|=0.435$, so the error relative to the zone value is $7.0\%$. For orbital 2 it is $0.0374/0.469=8.0\%$. The commutator is $[\Sigma,H]=\frac12(\Sigma_1-\Sigma_2)h[\sigma_z,\sigma_x]=i(\Sigma_1-\Sigma_2)h\,\sigma_y$, which vanishes for $\Sigma_1=\Sigma_2$ or $t_3=0$. The numerical check confirms $G=G_D$ in both cases; for the mean self-energy $0.5882-0.3529i$~eV both routes give $G_{11}=-0.0026-0.4233i$~eV$^{-1}$.

\subsection*{Moments for a static splitting}

Let $S=\delta\sigma_z$ and $H=h_0+h_z\sigma_z+h\sigma_x$. Then $H\sigma_zH-H^2\sigma_z=H[\sigma_z,H]=2ih\,H\sigma_y$. The averages $\langle h_0h\rangle$ and $\langle h_zh\rangle$ vanish, being odd in $k_x$, and $\sigma_x\sigma_y=i\sigma_z$ leaves $-2\langle h^2\rangle\sigma_z$. With $\langle h^2\rangle=16t_3^2\cdot\frac12\cdot\frac12=4t_3^2=0.36$~eV$^2$, Eq.~\eqref{c4} gives the $z^{-4}$ error $-2\delta\langle h^2\rangle\sigma_z$, whose $11$ element is $-2(0.5)(0.36)=-0.36$~eV$^3$; it is traceless, as \eqref{conv} requires. Next, $[H,S]=-2i\delta h\,\sigma_y$ has square $-4\delta^2h^2\,1$ and trace $-8\delta^2h^2$, so the traced $z^{-5}$ error is $-8(0.25)(0.36)=-0.72$~eV$^4$. The contour extraction returns both values.

\subsection*{Orbital polarization}

For static $S$ the poles of $G_{\mathbf k}$ are the eigenvalues $\tilde\epsilon_n$ of $H+S$ with projectors $\tilde P_n$, so $n_a=\langle\sum_n(\tilde P_n)_{aa}f(\tilde\epsilon_n)\rangle$ with $f$ the Fermi function at zero chemical potential. $G_D$ has poles at $\epsilon\pm\delta$ and gives $n_{1,2}=\int\rho_2(\epsilon)f(\epsilon\pm\delta)\,d\epsilon$. At $k_BT=0.1$~eV ($1160$~K), per spin,
\begin{align}
\text{zone sum: }&\ n_2-n_1=0.57851-0.42149=0.1570,\nonumber\\
\text{DOS formula: }&\ n_2-n_1=0.56737-0.43263=0.1347,
\end{align}
and $0.1347/0.1570-1=-14\%$. Both routes give $n_1+n_2=1$, so the filling does not expose the error. The reason is particle--hole symmetry: the shift $\mathbf k\to\mathbf k+(\pi,\pi)$ sends $H\to-\sigma_zH\sigma_z$, which makes $\rho_2$ even, and combined with $k_x\leftrightarrow k_y$ it sends $H+S\to-U(H+S)U^\dagger$ with $U=\sigma_z\sigma_x$, because $U\sigma_zU^\dagger=-\sigma_z$; with $f(x)+f(-x)=1$ the total is $1$ in both.

The zone value is the larger one. This compares two formulas at the same $t_3$; it does not mean that hybridization enhances the polarization. Linear order in $\delta$ shows where the two routes part. With $G^0_{\mathbf k}=\sum_nP_n/(i\omega-\epsilon_n)$, the first-order change is $G^0S\,G^0$, and the Matsubara sum $k_BT\sum_\omega(i\omega-\epsilon_n)^{-1}(i\omega-\epsilon_l)^{-1}=(f_n-f_l)/(\epsilon_n-\epsilon_l)$, by partial fractions, tends to $f'_n$ for $l=n$. With $\beta=|\langle+|\sigma_z|-\rangle|^2$ for the two bands, and $1-\beta$ for each intraband element because $\sigma_z^2=1$,
\begin{align}
n_2-n_1&=-\delta\Big\langle(1-\beta)(f'_++f'_-)+2\beta\,\frac{f_+-f_-}{\epsilon_+-\epsilon_-}\Big\rangle,\\
(n_2-n_1)_D&=-\delta\,\langle f'_++f'_-\rangle ,
\end{align}
the second from expanding $f(\epsilon\mp\delta)$. The DOS formula replaces the interband difference quotient by the mean of the two slopes. Where the bands lie on opposite sides of the chemical potential, each many $k_BT$ away from it, the quotient is near $-1/(\epsilon_+-\epsilon_-)$ while the slopes are exponentially small, and the formula misses that response; where one band is at the chemical potential it can overcount. At $\delta=0.5$~eV, which is not small against $k_BT$, the first effect still wins. To see this, split the difference between the zone sum and the DOS formula, $0.0223$, by the position of the bare bands at each $\mathbf k$. Points where they lie on opposite sides of the chemical potential, each more than $3k_BT$ away, contribute $+0.0477$; all other points together contribute $-0.0254$. In that region the formula still recovers $42\%$ of the zone response. Because $\delta=5k_BT$ exceeds the threshold, a shifted level crosses the chemical potential on $14\%$ of the region, and these points supply about two thirds of the formula's response there; the remainder comes from the thermal tails of $f$, which alone recover about $10\%$ for small $\delta$. With a threshold of $8k_BT$ it recovers about $3\%$, and the split is $+0.034$ against $-0.012$.

\section*{Consequence for the integration}

When $[\Sigma(z),H(\mathbf k)]=0$, one $D(\epsilon)$ serves every frequency and every such self-energy. When it does not, special forms of $H$ can still leave an energy integral. One is the function of a single scalar above. Another is the honeycomb lattice with $H_{11}=H_{22}=0$, $H_{12}=f(\mathbf k)$ and a diagonal $\Sigma$, where $G_{11}=\langle\zeta_2/(\zeta_1\zeta_2-|f|^2)\rangle$ needs only the distribution of $|f|$. In general, however, the zone average has to be taken with $\Sigma$ inside it. For a general $\Sigma(z)$ this means inverting $z-\Sigma(z)-H(\mathbf k)$ and integrating at each $z$. For a static $\Sigma$ one diagonalization of $H+S$ per $\mathbf k$ serves every $z$, and the same holds for a $\Sigma$ with finitely many poles once each pole is written as auxiliary levels coupled to the orbitals, as many as the rank of its residue (two for the pole at $z=0$ in the worked example); the work is then repeated for each self-energy rather than for each frequency. In the chain a uniform grid converges exponentially, at the rate $|q|^N$, which degrades as $\zeta$ approaches the band; adaptive quadrature instead places its points where the integrand varies. The condition to inspect is the commutator at each $\mathbf k$ on the full orbital space of $H$; a diagonal or scalar $D$ does not guarantee that it vanishes. The program whose output follows asserts the chain and square-lattice forms, the grid formula, the resolvent bound, the identity behind \eqref{err}, the collapse for a defective commuting $\Sigma$, the moment coefficients, the two-chain results, the agreement of two grid sizes, and $n_1$ against a Matsubara sum.

\section*{Table of computed values}
\begin{verbatim}
square: t = 1.0 eV, z = +1.000000 +0.100000i eV, Sigma = +0.400000 -0.300000i eV, zeta = +0.600000 +0.400000i eV
square G, 300^2 grid  = +0.159427 -0.493131i 1/eV
square G, DOS quad    = +0.159427 -0.493131i 1/eV
square G, elliptic K  = +0.159427 -0.493131i 1/eV
chain g(zeta) = +0.032080 -0.509955i 1/eV, |q| = 0.812429
chain relative grid error N=20: 3.1860e-02
random m=0: tr z^-5 error -0.734930, -<|[H,S0]|^2> -0.734930 eV^4
random m=1: tr z^-7 error -0.032252, -<|[H,S1]|^2> -0.032252 eV^6
z = +0.500000 +0.300000i eV, delta = 0.5, w1 = 0.8, w2 = 0.4 eV
Sigma_1 = +1.441176 -0.564706i  Sigma_2 = -0.264706 -0.141176i eV
zeta_1  = -0.941176 +0.864706i  zeta_2  = +0.764706 +0.441176i eV
chain A G11 = -0.096777 -0.478797i 1/eV
chain B G11 = -0.291146 -0.224690i 1/eV,  w = +0.116505 +1.055834i eV
model: t1 = 1.0, t2 = 0.2, t3 = 0.3 eV, 280^2 grid
G11 adaptive quadrature = -0.088993 -0.425706i 1/eV
G11 zone = -0.088993 -0.425706i, DOS formula = -0.066519 -0.446304i 1/eV
   relative error of DOS formula = 7.01 %
G22 zone = +0.049421 -0.466712i, DOS formula = +0.012076 -0.468133i 1/eV
   relative error of DOS formula = 7.96 %
scalar Sigma = +0.588235 -0.352941i eV: G11 both ways = -0.002574 -0.423281i 1/eV
<H12^2> = 0.360000 eV^2
static Sigma: z^-4 error, element 11 = -0.360000 eV^3
static Sigma: traced z^-5 error = -0.720000 eV^4
kT = 0.1 eV = 1160 K
exact:       n1 = 0.42149, n2 = 0.57851, n2-n1 = 0.15702 per spin
DOS formula: n1 = 0.43263, n2 = 0.56737, n2-n1 = 0.13475 per spin
polarization error of DOS formula = -14.19 %
\end{verbatim}
